\section*{Canonical pressure fluctuations and averaging time for 64 flexible water molecules}

\section*{Problem}

A first-principles molecular dynamics run holds 64 flexible water molecules in a periodic cell of fixed volume $V=12800\,a_0^3$ (200 $a_0^3$ per molecule, $1.009$ g/cm$^3$) at $T=300$ K. The nuclei are classical. They move on the Born--Oppenheimer surface $U$, which is taken to be smooth.

\begin{enumerate}
\item Show that the canonical variance of the instantaneous pressure is fixed by the difference between an instantaneous bulk modulus and the isothermal one.
\item Estimate the rms pressure fluctuation, first when all atoms are scaled with the cell, then when only the molecular centres of mass are.
\item How long must the run be for the mean pressure to have a standard error of $0.1$ kbar?
\end{enumerate}

Take zero mean pressure and an isothermal bulk modulus $B_T=20$ kbar. Model the intermolecular stiffness by two springs per molecule, joining molecular centres, with constant $k_h=0.010\,E_h/a_0^2$ and length $R_h=5.3\,a_0$. Let the integral correlation time of the molecular pressure be $\tau=0.3$ ps. These are round model parameters.

\section*{Solution}

\subsection*{The pressure as a volume derivative}

Write $\mathbf r_i=V^{1/3}\mathbf s_i$ and $\mathbf p_i=V^{-1/3}\boldsymbol\pi_i$. This change of variables preserves the phase-space measure, and the $\mathbf s_i$ range over a fixed unit cell. All volume dependence then sits in
\begin{equation}
H=\sum_{i=1}^{N}\frac{\pi_i^2}{2m_iV^{2/3}}+U(V^{1/3}\mathbf s;V),
\end{equation}
where the second argument of $U$ records that the periodic cell scales too. Define $P_{\rm inst}=-\partial H/\partial V$ at fixed $\mathbf s,\boldsymbol\pi$.

The kinetic energy $K$ varies as $V^{-2/3}$, so $-\partial K/\partial V=2K/(3V)$. For the potential, let positions and cell be scaled together by $\lambda=(V'/V)^{1/3}$. At $V'=V$,
\begin{equation}
\frac{d\lambda}{dV'}=\frac1{3V},\qquad \frac{d^2\lambda}{dV'^2}=-\frac{2}{9V^2}.
\end{equation}
With $U_\lambda$ and $U_{\lambda\lambda}$ the first and second $\lambda$-derivatives at $\lambda=1$, the chain rule gives
\begin{equation}
P_{\rm inst}=\frac{2K-U_\lambda}{3V},\qquad
\frac{\partial^2U}{\partial V^2}=\frac{U_{\lambda\lambda}-2U_\lambda}{9V^2}.
\label{pinst}
\end{equation}
Since $U$ is the electronic ground-state energy at each scaled geometry, $U_{\lambda\lambda}$ includes the electronic response.

\subsection*{The fluctuation formula}

Let $\beta=1/kT$ and $Z=\int d\mathbf s\,d\boldsymbol\pi\,e^{-\beta H}$; constant prefactors do not matter. Then $\partial Z/\partial V=\beta Z\langle P_{\rm inst}\rangle$, so $\langle P_{\rm inst}\rangle=kT\,\partial\ln Z/\partial V=P$, the thermodynamic pressure. Differentiate $P=Z^{-1}\int P_{\rm inst}e^{-\beta H}$ once more. The volume acts on the integrand, on the Boltzmann factor and on $Z^{-1}$:
\begin{equation}
\frac{\partial P}{\partial V}=\Big\langle\frac{\partial P_{\rm inst}}{\partial V}\Big\rangle
+\beta\langle P_{\rm inst}^2\rangle-\beta\langle P_{\rm inst}\rangle^2 .
\end{equation}
Define $B_{\rm inst}=-V\langle\partial P_{\rm inst}/\partial V\rangle$ and $B_T=-V\,\partial P/\partial V$. Multiplying by $kT$ and solving for the variance,
\begin{equation}
\boxed{\;\sigma^2\equiv\operatorname{Var}(P_{\rm inst})=\frac{kT}{V}\,(B_{\rm inst}-B_T)\;}
\label{main}
\end{equation}
$B_{\rm inst}$ is the stiffness when every configuration is compressed uniformly and keeps its statistical weight. $B_T$ also lets the weights readjust. A variance cannot be negative, so readjustment can only soften the response.

To evaluate $B_{\rm inst}$, note that $K/V\propto V^{-5/3}$, so the kinetic part of $-V\partial P_{\rm inst}/\partial V$ is $\tfrac53\cdot 2K/(3V)$. The potential part is $V\partial^2U/\partial V^2$. With $\langle K\rangle=\tfrac32NkT$ (the constraint on total momentum is neglected),
\begin{equation}
B_{\rm inst}=\frac{5NkT}{3V}+\frac{\langle U_{\lambda\lambda}\rangle-2\langle U_\lambda\rangle}{9V}.
\end{equation}
The mean of \eqref{pinst} gives $\langle U_\lambda\rangle=3(NkT-PV)$. Its contribution is therefore $-\tfrac23NkT/V+\tfrac23P$, and
\begin{equation}
B_{\rm inst}=\frac{NkT}{V}+\frac{2P}{3}+\frac{\langle U_{\lambda\lambda}\rangle}{9V}.
\label{binst}
\end{equation}

The ideal gas checks the factors. There $U=0$ and $P=B_T=NkT/V$, so $B_{\rm inst}=\tfrac53NkT/V$ and $\sigma^2=\tfrac23N(kT/V)^2$. Directly, $\operatorname{Var}K=\tfrac32N(kT)^2$, and multiplying by $(2/3V)^2$ gives the same. For an interacting periodic pair, quadrature of the variance and the formula with $B_T$ from the free energy give $3.49947\times10^{-4}$ and $3.49948\times10^{-4}$ in reduced units.

\subsection*{Scaling atoms or molecules}

One may instead separate each molecule into its centre $\mathbf R_m$ and internal coordinates, and scale only the centres and their momenta. This is another change of variables in the same integral. The function $Z(V)$, and with it $P$ and $B_T$, is unchanged. As long as the molecules stay intact, so that the range of the internal coordinates does not depend on $V$, the derivation also goes through unchanged (if bonds break or protons transfer, the mean molecular pressure is no longer $P$ and the quantity $G$ defined below is no longer bounded), but $N$ now counts molecules and $U_{\lambda\lambda}$ is taken along displacements of the centres. Thus $B_{\rm inst}$ and $\sigma$ depend on the estimator. In a test with two flexible molecules on a one-dimensional ring, the two variances are $2.928$ and $0.120$ in reduced units, yet both lead back to the same modulus, $3.031$.

Under atomic scaling the O--H bonds are compressed with the cell, while the bond angle is unchanged. If $E(r)$ is the energy of one molecule with both bonds of length $r$, its contribution to $U_{\lambda\lambda}$ is
\begin{equation}
w=\frac{d^2E(\lambda r)}{d\lambda^2}\bigg|_{\lambda=1}=r^2E''(r).
\end{equation}
For an isolated molecule at a fixed angle of $104.5^\circ$, PBE/def2-TZVP gives a minimum at $r=1.835\,a_0$ and $w=3.352\,E_h$. This leaves out the effect of the liquid on the bonds and thermal anharmonicity, besides the errors of the functional and basis. The last digits are not converged in the basis: def2-QZVP gives $r=1.830\,a_0$ and $w\approx3.37\,E_h$, about $0.5\%$ higher, which leaves $\sigma_{\rm at}$ below unchanged to two digits. The bond length matters more: at $r=1.865\,a_0$, $r^2E''$ is $3.08\,E_h$, 8\% lower. At the minimum $E''=w/r^2\approx1.00\,E_h/a_0^2$. The value $1.017$ in the output is not this curvature: it is a difference of slopes between $1.79$ and $1.87\,a_0$, centred on $1.83\,a_0$, used only to check energies against gradients.

A free diatomic in $V_1=200\,a_0^3$ shows what such a bond does. Give it half of $w$. Its isothermal modulus is that of an ideal gas of molecules, $kT/V_1=1.4$ kbar, because the bond adjusts freely to any cell. With two atoms and $P=kT/V_1$, \eqref{binst} gives $B_{\rm inst}\simeq\tfrac83kT/V_1+w/(18V_1)$; with the thermal average of $r^2$ included it is 278 kbar. A gas that is very soft thermodynamically thus has a large atomic pressure fluctuation.

\subsection*{Size of the fluctuations}

A spring energy $\tfrac12k_h(R-R_h)^2$ has $U_{\lambda\lambda}=k_hR^2\simeq k_hR_h^2$. Both scalings move the centres alike, so in this model the term is common to both. In a real hydrogen bond the two scalings change the H$\cdots$O distance by different amounts, and the intermolecular curvatures need not agree. With 128 springs, and $1\,E_h/a_0^3=294210$ kbar,
\begin{align}
\frac{64\,w}{9V}&=\frac{64\times3.352}{9\times12800}\,E_h/a_0^3=548\ \text{kbar},\\
\frac{128\,k_hR_h^2}{9V}&=\frac{128\times0.010\times5.3^2}{9\times12800}\,E_h/a_0^3=92\ \text{kbar}.
\end{align}
The thermal prefactor is $kT/V=0.02184$ kbar. The term $NkT/V$ is therefore $4.2$ kbar for 192 atoms and $1.4$ kbar for 64 molecules. At $P=0$,
\begin{equation}
B_{\rm inst}^{\rm at}=644\ \text{kbar},\qquad B_{\rm inst}^{\rm mol}=93\ \text{kbar}.
\end{equation}
Equation \eqref{main} now gives
\begin{align}
\sigma_{\rm at}&=\sqrt{0.02184\,(643.9-20.0)}\ \text{kbar}=3.7\ \text{kbar}
\quad(1.3\times10^{-5}\,E_h/a_0^3),\\
\sigma_{\rm mol}&=\sqrt{0.02184\,(93.2-20.0)}\ \text{kbar}=1.3\ \text{kbar}.
\end{align}
Kilobar fluctuations are thus expected at equilibrium in a cell this small. At fixed density and moduli they fall as $V^{-1/2}$.

\subsection*{Error of a time average}

For a stationary signal with autocovariance $C(u)$, averaged over a time $t$, the double time integral depends only on the separation $u$, and separation $u$ occurs with weight $t-u$:
\begin{equation}
\operatorname{Var}(\bar P)=\frac1{t^2}\int_0^t\!\!\int_0^t C(t'-t'')\,dt'dt''
=\frac2{t^2}\int_0^t(t-u)\,C(u)\,du .
\end{equation}
Define $\tau=\sigma^{-2}\int_0^\infty C(u)\,du$. If $C$ decays well within $t$, the term $-u$ is negligible and
\begin{equation}
\operatorname{Var}(\bar P)\simeq\frac{2\sigma^2\tau}{t}.
\label{mean}
\end{equation}
For $C=\sigma^2e^{-u/\tau}$, integration by parts gives the correction factor $1-(\tau/t)(1-e^{-t/\tau})$. For $t\ll\tau$ this factor tends to $t/(2\tau)$ and the variance to $\sigma^2$: a short run has in effect one sample.

What enters \eqref{mean} is the product $\sigma^2\tau$. The two estimators have different $\sigma$, so it must be settled which $\tau$ belongs to which.

\subsection*{The bond contribution is a total derivative}

Let $\mathbf d_i=\mathbf r_i-\mathbf R_m$ for atom $i$ of molecule $m$, let $\mathbf f_i$ be the force on it, and let $\mathbf P_m$, $M_m$ be the momentum and mass of the molecule. Atomic and molecular scaling change the cell equally; their displacements differ by $(\lambda-1)\mathbf d_i$. Hence $U_\lambda^{\rm at}-U_\lambda^{\rm mol}=-\sum_i\mathbf f_i\cdot\mathbf d_i$, and
\begin{equation}
3V(P_{\rm at}-P_{\rm mol})=\sum_i\frac{p_i^2}{m_i}-\sum_m\frac{P_m^2}{M_m}+\sum_i\mathbf f_i\cdot\mathbf d_i .
\end{equation}
Now differentiate $G=\sum_i\mathbf p_i\cdot\mathbf d_i$ along a Newtonian trajectory, with $\dot{\mathbf p}_i=\mathbf f_i$ and $\dot{\mathbf d}_i=\mathbf p_i/m_i-\mathbf P_m/M_m$. Since the $\mathbf p_i$ of a molecule sum to $\mathbf P_m$, the result is the same right-hand side. Therefore
\begin{equation}
P_{\rm at}-P_{\rm mol}=\frac1{3V}\frac{dG}{dt},\qquad
\bar P_{\rm at}-\bar P_{\rm mol}=\frac{G(t)-G(0)}{3Vt}.
\label{G}
\end{equation}

The momenta are independent Gaussians of variance $m_ikT$ per component, so $\langle G\rangle=0$ and $\langle G^2\rangle\simeq64\,kT\,I$. Here $I=\sum_i m_id_i^2=11853\,m_ea_0^2$ for one molecule at its energy minimum. Once $G(t)$ and $G(0)$ are uncorrelated, the rms difference of the two averages is $\sqrt{2\langle G^2\rangle}/(3Vt)$. This is $0.007$ kbar after 1 ps, and it falls as $1/t$, faster than the $t^{-1/2}$ of \eqref{mean}.

A trajectory of two spring-bonded three-atom molecules, without periodic images and with pressures referred to a nominal volume of $400\,a_0^3$, tests \eqref{G}. The pressure difference has an rms value of 20 kbar, but its average over $0.19$ ps is $0.092$ kbar, in agreement with the end values of $G$.

At long times both estimators must then have the same $\sigma^2\tau$. The atomic pressure has the larger variance and a correspondingly shorter integral correlation time:
\begin{equation}
\tau_{\rm at}=\tau\,\frac{\sigma_{\rm mol}^2}{\sigma_{\rm at}^2}
=0.3\ \text{ps}\times\frac{73.2}{623.9}=0.035\ \text{ps}.
\end{equation}
The reason is that the added term is a time derivative. Its correlation integral is $\int_0^\infty\langle\dot G(0)\dot G(u)\rangle\,du=\langle\dot G(0)G(\infty)\rangle-\tfrac12\,d\langle G^2\rangle/dt=0$, so the positive contribution around $u=0$ is cancelled exactly by the net negative contribution of later times. The two cross terms with the fluctuation $\delta P_{\rm mol}$ add up, by stationarity, to a multiple of $\int_{-\infty}^{\infty}\langle\delta P_{\rm mol}(0)\dot G(u)\rangle\,du=\langle\delta P_{\rm mol}(0)G(\infty)\rangle-\langle\delta P_{\rm mol}(0)G(-\infty)\rangle$, which also vanishes once the correlations have decayed. A rough time scale for the bond motion comes from treating the uniform breathing of one molecule as an oscillator, although it has not been shown to be a normal mode. The kinetic energy is $\tfrac12I\dot\lambda^2$ and the potential energy $\tfrac12w(\lambda-1)^2$. This gives $\omega=\sqrt{w/I}$, a period of 9 fs, far shorter than $\tau$.

\subsection*{Averaging time}

Setting \eqref{mean} equal to $\varepsilon^2$ with $\varepsilon=0.1$ kbar, and using the molecular variance with its own correlation time,
\begin{equation}
t=2\tau\,\frac{\sigma_{\rm mol}^2}{\varepsilon^2}
=0.6\ \text{ps}\times\frac{1.60}{0.010}\approx 96\ \text{ps}.
\end{equation}
The run must last about $100$ ps. For an exponential $C(u)$ the finite-time correction is of relative order $\tau/t=0.3\%$. The choice of estimator adds an rms difference of only $7\times10^{-5}$ kbar at this length, so the atomic pressure needs the same run. Combining $\sigma_{\rm at}$ with $\tau=0.3$ ps would give about 800 ps, because it assigns the slow correlation time to the bond vibrations.

Two of the assumed inputs, $k_h$ and $\tau$, are varied here one at a time, with everything else held fixed:

\begin{center}
\begin{tabular}{cccc}
\hline
$k_h$ ($E_h/a_0^2$) & $\tau$ (ps) & $\sigma_{\rm mol}$ (kbar) & $t$ (ps)\\
\hline
0.010 & 0.3 & 1.3 & 96\\
0.010 & 0.1 & 1.3 & 32\\
0.010 & 1.0 & 1.3 & 320\\
0.005 & 0.3 & 0.8 & 36\\
0.020 & 0.3 & 1.9 & 216\\
\hline
\end{tabular}
\end{center}

The time is proportional to $\tau$. It changes by more than a factor of two when $k_h$ is halved or doubled, because the fixed $B_T$ is subtracted from $B_{\rm inst}^{\rm mol}$. For inputs in this range the answer is tens to hundreds of picoseconds; a simulated liquid with a longer $\tau$ needs proportionally more. Accepting an error of 1 kbar instead of $0.1$ kbar would divide the time by 100, to about 1 ps. That is only about three correlation times, where \eqref{mean} is no longer accurate: for an exponential $C(u)$ the correction factor is $0.70$ at $0.96$ ps, and including it brings the required time down to about $0.5$ ps.

\subsection*{Where the estimate fails}

Equation \eqref{main} needs a potential with a finite mean second derivative, in which any jump of the force is counted as a delta function. A potential cut off with a jump, or a hard core, violates this. It also needs a pressure that is the true volume derivative of the energy driving the atoms.

The variance is canonical, whereas \eqref{G} assumes Newtonian motion. The two fit together for a weak thermostat, whose own term in $dG/dt$ has been neglected. For a Langevin thermostat of friction $\gamma$ the random force adds a variance $2\gamma\langle G^2\rangle t$, so at long times the rms difference of the two averages is larger by $\sqrt{\gamma t}$ and falls only as $t^{-1/2}$. For $\gamma=1$ ps$^{-1}$ it is $7\times10^{-4}$ kbar at 96 ps, still well below the target. Without any thermostat the energy of a run is fixed, and the part of the canonical variance that comes from energy differences between runs is not sampled. The time $\tau$ must be measured in the actual run, thermostat included.

Finally, $\hbar\omega/kT=17.7$ for the breathing motion, so classical statistics do not describe the O--H stretch of real water. The value of $\sigma_{\rm at}$ belongs to a simulation with classical nuclei. The numerical output below gives the intermediate values.

\section*{Calculated quantities}
\begin{verbatim}
TESTS
3D pair, variance by quadrature (kT=1): 3.499470e-04
3D pair, variance by formula (kT=1): 3.499477e-04
Ring, B_T from free energy (kT=1): 3.03064
Ring, atomic variance (kT=1): 2.92772
Ring, B_T from atomic scaling (kT=1): 3.03064
Ring, molecular variance (kT=1): 0.11977
Ring, B_T from molecular scaling (kT=1): 3.03064
Free diatomic, B_inst: 278.4 kbar
Free diatomic, B_T: 1.398 kbar
Bond variance / stiff-bond estimate: 1.0045
Trajectory length: 0.1935 ps
Trajectory, rms P_at-P_mol: 19.85 kbar
Trajectory, mean P_at-P_mol: 0.09218 kbar
Trajectory, mean from end values of G: 0.09218 kbar
WATER MOLECULE, PBE/def2-TZVP, angle 104.5 degrees
O-H length at minimum: 1.835 bohr
Scaling curvature w: 3.352 hartree
E'' from energies: 1.017 hartree/bohr^2
E'' from gradients: 1.017 hartree/bohr^2
Sum m|r-R|^2: 11853 m_e bohr^2
Effective breathing period: 9.038 fs
hbar omega / kT: 17.7
LIQUID, 64 MOLECULES
Temperature: 300 K
kT: 9.5004e-04 hartree
Volume: 12800 bohr^3
Density: 1.009 g/cm^3
Hydrogen-bond spring: 0.01 hartree/bohr^2
Hydrogen-bond length: 5.3 bohr
Atomic pressure unit: 294210.2 kbar
kT/V: 0.02184 kbar
Intramolecular part of B_inst: 547.9 kbar
Intermolecular part of B_inst: 91.8 kbar
B_inst, atomic: 643.9 kbar
B_inst, molecular: 93.2 kbar
B_T, chosen: 20.0 kbar
rms pressure, atomic: 1.255e-05 hartree/bohr^3
rms pressure, atomic: 3.69 kbar
rms pressure, molecular: 1.26 kbar
Integral correlation time, chosen: 0.3 ps
Target error, chosen: 0.1 kbar
Averaging time: 96 ps
Misleading time from atomic variance: 817 ps
Averaging time if tau = 0.1 ps: 32 ps
Averaging time if tau = 1.0 ps: 320 ps
Averaging time if spring = 0.005 hartree/bohr^2: 36 ps
Averaging time if spring = 0.02 hartree/bohr^2: 216 ps
rms of G term after 1 ps: 0.007036 kbar
rms of G term after averaging time: 7.33e-05 kbar
\end{verbatim}
